# Charged-Defect Formation Energies and Thermodynamic Transition Levels

## The form fixed by symmetry

Only differences of electrostatic potential have physical meaning. Raise the potential energy of every electron in a crystal by a constant $V$. A unit of positive core charge then changes its energy by $-V$, so a neutral crystal is unaffected. A crystal of net charge $q$, in units of the elementary charge, has $q$ electrons fewer than the neutral one, and its energy changes by $-qV$.

Let this crystal exchange electrons with a macroscopic reservoir whose only relevant property is the energy $\mu_e$ at which it accepts or supplies an electron. The same shift turns $\mu_e$ into $\mu_e+V$. Suppose that the energy of forming a charged defect is the energy of the defective crystal, which does not itself depend on $\mu_e$, plus a reservoir contribution $g_q(\mu_e)$, plus terms for neutral matter. The sum cannot depend on $V$, hence

$$-qV+g_q(\mu_e+V)-g_q(\mu_e)=0 .$$

This holds for every $V$, so $g_q(\mu_e)=q\mu_e+\text{constant}$. The formation energy is a straight line in the electron chemical potential, and its dimensionless slope is the charge. Symmetry leaves the constant open; an energy balance fixes it.

## Definitions and assumptions

Atomic units are used in the algebra, so charge is counted in units of $e$. Numbers are in eV and angstrom. Positive $q$ means missing electrons.

Let $E_{\rm host}$ be the energy of the neutral perfect crystal. Its valence edge $E_V$ is the energy of the neutral host minus that of the host with one electron removed. The Fermi energy $E_F$ is measured from this edge:

$$\mu_e=E_V+E_F .$$

Let $E_D(q)$ be the energy of the crystal with one defect of charge $q$, minimized over the nuclear positions separately for each $q$. To make the defect, $\Delta n_i$ neutral atoms of species $i$ are added from reservoirs of chemical potential $\mu_i$; removed atoms count negatively.

The assumptions are:

1. The $\mu_i$ are held fixed when $E_F$ is varied.
2. The electron reservoir is macroscopic.
3. Defects are dilute, and $E_D(q)$ does not depend on $E_F$.
4. A finite set of charge states is considered, at zero temperature until stated otherwise.

**Theorem.** Under these assumptions:

(a) The formation energy is
$$E_f(q;E_F)=A_q+qE_F,\qquad A_q=E_D(q)-E_{\rm host}-\sum_i\Delta n_i\mu_i+qE_V .$$

(b) The lines of two different charges $q$ and $q'$ cross at
$$\varepsilon(q/q')=\frac{A_q-A_{q'}}{q'-q}.$$

(c) The lowest formation energy, $m(E_F)=\min_q E_f(q;E_F)$, is concave and piecewise linear, and the stable charge never increases as $E_F$ rises. A crossing marks a change of the stable charge only if it lies on $m$.

By part (c), an intersection alone does not establish a transition between stable states. Every pair of lines has an intersection, but some intersections lie above a third line and separate no stable states.

## The electron reservoir

**Lemma 1.** Let a reservoir have one-electron levels of uniform spacing $\delta$ near its Fermi energy, one electron per level, with $\mu_e$ midway between the highest filled and lowest empty level. Transferring $q$ electrons into it changes its energy by

$$\Delta E_{\rm res}=q\mu_e+\tfrac12q^2\delta .$$

*Proof.* The empty levels are $\mu_e+(j-\frac12)\delta$ with $j=1,2,\dots$. For $q>0$ the first $q$ of them are filled:

$$\sum_{j=1}^{q}\left[\mu_e+\left(j-\tfrac12\right)\delta\right]
=q\mu_e+\delta\left[\frac{q(q+1)}2-\frac q2\right]
=q\mu_e+\frac{q^2\delta}{2}.$$

For $q<0$, $|q|$ electrons leave the levels $\mu_e-(j-\frac12)\delta$. The change is minus the sum of these energies:

$$-|q|\mu_e+\delta\sum_{j=1}^{|q|}\left(j-\tfrac12\right)
=q\mu_e+\frac{q^2\delta}{2}.\qquad\square$$

The last term is the cost of moving the reservoir's own Fermi energy. It vanishes at fixed $q$ as $\delta\to0$, which is the meaning of "macroscopic" here. As a finite example, take 200 levels at the energies $-3\cos(\pi k/201)$ eV, $k=1,\dots,200$, measured from the centre of a band about 6 eV wide, and fill half of them. The spacing varies across the band but is nearly uniform around the Fermi energy, where $\delta=0.0469$ eV. The departure from $q\mu_e$ is 0.0234 eV for $q=1$ and 0.0938 eV for $q=2$, a ratio of 4.0, as $q^2$ requires. With 2000 levels the departure for $q=1$ falls to 0.0024 eV, about a tenth.

## Proof of the theorem

**Part (a).** Compare two states of a closed system made of crystal, atom reservoirs and electron reservoir. Before the defect is formed, the crystal has energy $E_{\rm host}$. Afterwards it has energy $E_D(q)$, the atom reservoirs have changed by $-\sum_i\Delta n_i\mu_i$, and the electron reservoir has received the $q$ electrons missing from the defect. By Lemma 1 with $\delta\to0$, this last change is $q\mu_e$. Therefore

$$E_f=E_D(q)-E_{\rm host}-\sum_i\Delta n_i\mu_i+q(E_V+E_F),$$

which is $A_q+qE_F$. The constant left open by symmetry is zero. Under a potential shift, $E_D(q)$ changes by $-qV$ and $qE_V$ by $+qV$, so $A_q$ is invariant.

**Part (b).** At a crossing, $A_q+q\varepsilon=A_{q'}+q'\varepsilon$. Collecting the terms in $\varepsilon$ gives $A_q-A_{q'}=(q'-q)\varepsilon$, and division by $q'-q\neq0$ gives the stated level. For the neighbouring charge $q'=q-1$,

$$\varepsilon(q/q-1)=A_{q-1}-A_q=E_D(q-1)-E_D(q)-E_V .$$

The atomic chemical potentials have cancelled. Changing the growth atmosphere moves all lines of this defect up or down together and leaves its levels in place.

**Part (c).** Take $E=(1-\lambda)a+\lambda b$ with $0\le\lambda\le1$. Since each $E_f(q;E)$ is linear,

$$E_f(q;E)=(1-\lambda)E_f(q;a)+\lambda E_f(q;b)
\ge(1-\lambda)m(a)+\lambda m(b).$$

The right side does not depend on $q$, so it also bounds the minimum over $q$. This is concavity. A minimum of finitely many lines is piecewise linear.

Now let $q$ be lowest at $a$ and $q'$ lowest at $b>a$. Then

$$A_q+qa\le A_{q'}+q'a,\qquad A_{q'}+q'b\le A_q+qb .$$

Adding these and cancelling $A_q+A_{q'}$ gives $qa+q'b\le q'a+qb$, or $(q'-q)(b-a)\le0$. Since $b-a>0$, $q'\le q$. Finally, if a third line lies below a crossing, it also lies below both crossing lines in a neighbourhood, by continuity. Neither of the two charges is then stable there, and the crossing changes nothing. $\square$

Physically, a higher Fermi energy makes it dearer to hand electrons to the reservoir and cheaper to take them, so the defect collects electrons.

## Three charge states and the sign of the effective repulsion

**Proposition 2.** For charges $+1,0,-1$ define $U_{\rm eff}=\varepsilon(0/-)-\varepsilon(+/0)$. If $U_{\rm eff}>0$, the neutral state is lowest between the two levels. If $U_{\rm eff}<0$, it is never lowest, and the stable charge changes directly from $+1$ to $-1$ at

$$\varepsilon(+/-)=\tfrac12\left[\varepsilon(+/0)+\varepsilon(0/-)\right].$$

*Proof.* From part (b), $\varepsilon(+/0)=A_0-A_+$ and $\varepsilon(0/-)=A_--A_0$. Hence

$$U_{\rm eff}=A_++A_--2A_0 .$$

The neutral line is no higher than the positive one when $A_0\le A_++E_F$, that is, $E_F\ge\varepsilon(+/0)$. It is no higher than the negative one when $A_0\le A_--E_F$, that is, $E_F\le\varepsilon(0/-)$. Both hold on an interval of length $U_{\rm eff}$ if this is positive, and nowhere if it is negative.

For the charged pair,

$$\varepsilon(+/-)=\frac{A_+-A_-}{-1-1}=\frac{A_--A_+}{2}
=\frac{(A_--A_0)+(A_0-A_+)}2,$$

which is the stated mean. Let both charged lines have height $h$ there. The terms $\pm E_F$ cancel in the sum of the two charged formation energies, so $U_{\rm eff}=2h-2A_0$ and

$$A_0-h=-\tfrac12U_{\rm eff}.$$

For negative $U_{\rm eff}$ the neutral line thus passes $|U_{\rm eff}|/2$ above the crossing. $\square$

At $U_{\rm eff}=0$ all three lines meet in one point.

## Lattice relaxation in a solvable limit

Electrons on one orbital repel each other, so a negative $U_{\rm eff}$ needs another contribution. Lattice relaxation can supply it.

**Proposition 3.** Let a defect orbital, uncoupled from the host bands, hold $n=1-q$ electrons, with energy

$$E(n,Q)=e_dn+\frac U2n(n-1)+\frac K2Q^2-FQ(n-1).$$

Here $Q$ is a classical lattice displacement, $K$ its stiffness and $F$ the force per added electron. Then

$$\varepsilon(+/0)=e_d+\frac{F^2}{2K}-E_V,\qquad
\varepsilon(0/-)=e_d+U-\frac{F^2}{2K}-E_V,$$

and $U_{\rm eff}=U-F^2/K$.

*Proof.* Setting $\partial E/\partial Q=KQ-F(n-1)=0$ gives $Q_n=F(n-1)/K$. The two lattice terms become

$$\frac{F^2(n-1)^2}{2K}-\frac{F^2(n-1)^2}{K}=-\frac{F^2(n-1)^2}{2K}.$$

The relaxed energies for $n=0,1,2$ are therefore $-F^2/2K$, $e_d$ and $2e_d+U-F^2/2K$. Successive differences minus $E_V$ give the levels, and their difference gives $U_{\rm eff}$. $\square$

Both charged states gain $F^2/2K$ and the neutral one gains nothing. The effective repulsion becomes negative when $F^2/K>U$.

**Remark: vertical levels.** An electron removed faster than the nuclei move leaves the positive defect at the neutral geometry $Q_0$. The corresponding vertical level is the difference of the two energies at $Q_0$, minus $E_V$. With $E_+(Q)$ the energy of the positive state at displacement $Q$ and $Q_+$ its relaxed position,

$$\varepsilon(+/0)=\varepsilon_{\rm vert}(+/0)+\left[E_+(Q_0)-E_+(Q_+)\right].$$

The bracket is a relaxation energy and cannot be negative. In Proposition 3, $Q_0=0$, the vertical level is $e_d-E_V$, and the bracket is $F^2/2K$. Optical removal of an electron therefore does not directly measure the thermodynamic level.

## Worked example: one dopant, two lattice couplings

The host is a chain of four sites with energies alternating between $-2$ and $+2$ eV and a hopping of 0.5 eV, holding four electrons. One interstitial dopant adds an orbital with $e_d=-0.8$ eV, $U=1.2$ eV, one electron, and hopping of 0.3 eV to the two middle sites. The stiffness is $K=10$ eV/Å$^2$. The hopping matrix elements are taken negative, $-0.5$ and $-0.3$ eV; the sign of the host hopping matters because the dopant and the two middle sites form a triangle. These are round model parameters. The many-electron problem is diagonalized in full, with the lattice relaxed for each charge. The host has $E_V=-2.024$ eV and a gap of 4.05 eV. So small a cluster illustrates the theorem but gives no quantitative account of a bulk semiconductor.

The dopant chemical potential is chosen so that $A_0=3$ eV.

**Weak coupling, $F=2$ eV/Å.** The intercepts are $A_+=1.519$ eV and $A_-=5.225$ eV. Hence

$$\varepsilon(+/0)=3.000-1.519=1.481\ {\rm eV}\quad(0.0544\ {\rm hartree}),$$
$$\varepsilon(0/-)=5.225-3.000=2.225\ {\rm eV}\quad(0.0818\ {\rm hartree}).$$

The neutral window is 0.74 eV wide. The charged lines cross inside it, at 1.853 eV, at a height of $1.519+1.853=3.372$ eV. The neutral line lies lower, at 3 eV, so this crossing is not a stable transition.

**Strong coupling, $F=4.5$ eV/Å.** Now $A_+=0.765$ eV and $A_-=4.441$ eV. The levels have changed order: $\varepsilon(+/0)=2.235$ eV lies above $\varepsilon(0/-)=1.441$ eV, and $U_{\rm eff}=-0.793$ eV. The stable crossing is

$$\varepsilon(+/-)=\frac{4.441-0.765}{2}=1.838\ {\rm eV}\quad(0.0675\ {\rm hartree}),$$

at a height of $0.765+1.838=2.603$ eV. The neutral line is 0.397 eV higher, which is $|U_{\rm eff}|/2$.

These stable levels were tested by a search in which all electron numbers and lattice positions compete freely. At 0.03 eV below and above each stable level it finds the charges $+1,0$ and $0,-1$ for weak coupling, and $+1,-1$ for strong coupling.

**Comparison with the uncoupled limit.** For strong coupling $F^2/2K=20.25/20=1.0125$ eV. Proposition 3 gives $\varepsilon(+/0)=-0.8+1.0125+2.0237=2.236$ eV and $\varepsilon(0/-)=0.4-1.0125+2.0237=1.411$ eV. Hybridization with the host changes these to 2.235 and 1.441 eV. The vertical level is 1.297 eV, and adding the relaxation energy of 0.938 eV recovers 2.235 eV.

**What the slope counts.** With hybridization, the stationary condition becomes $KQ=F(\langle n_d\rangle-1)$, because the derivative of the ground-state energy with respect to $Q$ is the expectation value of the derivative of the Hamiltonian. For the weakly coupled positive state, $Q=-0.186$ Å, so

$$\langle n_d\rangle=1+\frac{10\times(-0.186)}{2}=0.07 .$$

The orbital is not quite empty, yet the slope is $+1$. It counts electrons exchanged with the reservoir, not the population assigned to an orbital.

## Temperature and dopant incorporation

**Proposition 4.** Let each site be either perfect or occupied by one defect, independently of other sites. Let $g_q$ be the electronic degeneracy of charge state $q$, and neglect excited states and changes in vibrational entropy. In equilibrium, the fraction of sites holding charge $q$ is, in the dilute limit,

$$x_q=g_q\exp\left[-E_f(q;E_F)/kT\right].$$

*Proof.* In the grand-canonical ensemble a state is weighted by the exponential of $-1/kT$ times its energy less the chemical potentials of the particles taken from the reservoirs. Relative to a perfect site, this energy is $E_f(q;E_F)$. The relative weight is thus $w_q=g_q e^{-E_f/kT}$, and the normalized fraction is $w_q/(1+\sum_{q'}w_{q'})$. For $\sum_{q'}w_{q'}\ll1$ it reduces to $w_q$. $\square$

Two consequences follow. First, equal populations of $+1$ and $0$ require $g_+e^{-(A_++E_F)/kT}=g_0e^{-A_0/kT}$. Taking logarithms and using $A_0-A_+=\varepsilon(+/0)$ gives

$$E_F=\varepsilon(+/0)+kT\ln\frac{g_+}{g_0}.$$

In the example the positive state is a singlet and the neutral state a spin doublet. At 1000 K, $kT=0.0862$ eV and the shift is $-0.0862\ln2=-0.060$ eV. For a rigid lattice the level is at 1.313 eV, while the thermal mean charge reaches one half at 1.253 eV. The point of equal populations is also the point of mean charge one half only while the $-1$ state is negligible, which needs $U_{\rm eff}\gg kT$. In that case it coincides with the crossing of energies when the degeneracies are equal or as $T\to0$. For $U_{\rm eff}<0$ the mean charge passes one half, as $T\to0$, at $\varepsilon(+/-)$ and not at $\varepsilon(+/0)$: at 1.838 rather than 2.235 eV for the strongly coupled dopant.

Second, raising $E_F$ by $\Delta$ at fixed $T$ and $\mu_i$ gives

$$\frac{x_q(E_F+\Delta)}{x_q(E_F)}=e^{-q\Delta/kT}.$$

For the strongly coupled dopant at 1000 K and $E_F=0.2$ eV, $E_f(+)=0.765+0.2=0.965$ eV and $x_+=1.36\times10^{-5}$. At $E_F=0.5$ eV it is $4.20\times10^{-7}$, a reduction by the factor $e^{-0.3/0.0862}=0.031$. The negative state grows by a factor of 32.5 but remains negligible here, at $1.4\times10^{-20}$. These figures rest on assumption 3, which is strained at $E_F=0.2$ eV, only $2.3\,kT$ above the edge. In a bulk host with free-electron hole mass and dielectric constant 10, the hole density there is about $1.5\times10^{19}$ cm$^{-3}$. Debye screening by these holes alone lowers $E_f(+)$ by about 0.04 eV and changes the factor from 0.031 to about 0.02.

This is how the slope enters doping. A positively charged donor releases electrons; if these raise $E_F$, further incorporation of the same donor becomes less favourable. The actual $E_F$ follows from charge neutrality among all carriers and defects, which has not been solved here. The law also requires equilibrium with the reservoirs during growth. If atoms are buried faster than they can exchange, the formation energy alone does not fix their concentration.

## Where the straight lines fail

If free carriers or neighbouring defects screen the charge, their response adds a free energy $W_q(E_F)$, which depends on $E_F$ through their density. It includes both the interaction with the defect and the cost of rearranging the surroundings; in linear response this cost cancels half of the interaction energy. The formation energy becomes $E_f=A_q+qE_F+W_q(E_F)$. The derivative at fixed $\mu_i$ is then

$$\frac{dE_f}{dE_F}=q+\frac{dW_q}{dE_F},$$

so the slope is no longer exactly $q$ where $W_q$ changes with $E_F$, and the line bends where $dW_q/dE_F$ itself varies. Here assumption 3 fails.

An error in the computed defect energy acts differently. Suppose that interaction between periodic images adds $aq^2$ to $E_D(q)$, with $a$ independent of $E_F$. The slopes stay correct, but $\varepsilon(+/0)=A_0-A_+$ moves by $-a$ and $\varepsilon(0/-)=A_--A_0$ by $+a$. The error in $U_{\rm eff}$ is $2a$. It reverses the sign of $U_{\rm eff}$ if $a$ has the opposite sign and $2|a|>|U_{\rm eff}|$. Correct slopes are therefore no evidence that the transition levels are correct.

The numerical output below gives the intercepts, levels and site fractions to more digits.

## Numbers as computed

```
Host site energies: [-2.0, 2.0, -2.0, 2.0] eV; host hopping 0.5 eV
Orbital energy e_d = -0.8 eV; U = 1.2 eV
Orbital-host hopping = 0.3 eV; K = 10.0 eV/A^2
Valence edge E_V = -2.0237 eV; gap = 4.0475 eV
[weak] coupling F = 2.0 eV/A
[weak] dopant chemical potential = -3.8674 eV
[weak] q=+1: E_f(E_F=0) = 1.5193 eV, Q = -0.186 A
[weak] q=+0: E_f(E_F=0) = 3.0000 eV, Q = +0.002 A
[weak] q=-1: E_f(E_F=0) = 5.2253 eV, Q = +0.194 A
[weak] eps(+/0) = 1.4807 eV = 0.05442 hartree
[weak] eps(0/-) = 2.2253 eV = 0.08178 hartree
[weak] eps(+/-) = 1.8530 eV = 0.06810 hartree
[weak] U_eff = 0.7446 eV
[weak] vertical +/0 level at neutral geometry = 1.3096 eV
[weak] relaxation energy of q=+1 = 0.1711 eV
[strong] coupling F = 4.5 eV/A
[strong] dopant chemical potential = -3.8675 eV
[strong] q=+1: E_f(E_F=0) = 0.7654 eV, Q = -0.441 A
[strong] q=+0: E_f(E_F=0) = 3.0000 eV, Q = +0.004 A
[strong] q=-1: E_f(E_F=0) = 4.4413 eV, Q = +0.445 A
[strong] eps(+/0) = 2.2346 eV = 0.08212 hartree
[strong] eps(0/-) = 1.4413 eV = 0.05297 hartree
[strong] eps(+/-) = 1.8380 eV = 0.06754 hartree
[strong] U_eff = -0.7933 eV
[strong] vertical +/0 level at neutral geometry = 1.2966 eV
[strong] relaxation energy of q=+1 = 0.9380 eV
[strong] E_f at +/- crossing = 2.6033 eV
[strong] neutral line above crossing by 0.3967 eV
Closed-system slope for q=+1: +1.00000 (eV per eV)
Closed-system slope for q=+0: +0.00000 (eV per eV)
Closed-system slope for q=-1: -1.00000 (eV per eV)
Reservoir of 200 levels: departure from q E_F = 0.02344 eV (q=1), 0.09377 eV (q=2)
Reservoir of 2000 levels: departure from q E_F = 0.00236 eV (q=1), 0.00942 eV (q=2)
Free search: probes 0.03 eV either side of stable levels
Free search charges (e): 1 0 0 -1 1 -1
Free search: largest envelope error = 8.9e-15 eV
Uncoupled, strong F: eps(+/0) = 2.2362 eV, eps(0/-) = 1.4112 eV
Uncoupled, strong F: vertical +/0 = 1.2237 eV
Temperature = 1000 K; kT = 0.08617 eV
Rigid lattice: eps(+/0) = 1.3127 eV; mean charge 1/2 at 1.2530 eV
Degeneracy shift = -0.0597 eV
[strong] site fraction q=+1: 1.364e-05 at E_F=0.2 eV, 4.197e-07 at 0.5 eV; factor 0.03077
[strong] site fraction q=+0: 1.519e-15 at E_F=0.2 eV, 1.519e-15 at 0.5 eV; factor 1
[strong] site fraction q=-1: 4.214e-22 at E_F=0.2 eV, 1.370e-20 at 0.5 eV; factor 32.5
```
